# Beyer–Swinehart state counting and RRKM rates for a surface group

## 1. The rate and the count it needs

In atomic layer deposition of zinc oxide from diethylzinc, a precursor pulse leaves ethylzinc groups on the surface. The next water pulse should remove their ethyl ligands. If the surface is too hot, a ligand may decompose first:

$$\text{–O–Zn–C}_2\text{H}_5\rightarrow\text{–O–Zn–H}+\text{C}_2\text{H}_4 .$$

How fast this happens depends on how often vibrational energy, spread over the group, gathers in the motion that carries a hydrogen atom to zinc. Rice–Ramsperger–Kassel–Marcus (RRKM) theory turns that question into a count of quantum states. For the model below there are about $10^{16}$ states up to 2.3 eV, so listing them is impractical. The Beyer–Swinehart recurrence obtains the count with about $4\times10^4$ additions.

The group is treated as eight moving atoms (Zn and C₂H₅) attached to a fixed oxygen frame. It has $s=3\times8=24$ vibrations and no free rotation. Energies $E$ are measured from its zero-point level. The symbol $\nu_i$ is the wavenumber of mode $i$, and energies are in cm⁻¹ unless eV is stated.

## 2. The recurrence

Choose an energy grain $\delta$ and replace each mode by $\nu_i'=g_i\delta$, where $g_i\ge1$ is the integer nearest to $\nu_i/\delta$. A state with quantum numbers $q_i$ then lies in bin $j=\sum_i q_ig_i$. Let $n[j]$ be the number of such states. Give each state the term $z^j$ and sum over all quantum numbers. The sum factorizes into geometric series:

$$A(z)=\sum_j n[j]z^j=\prod_{i=1}^{s}\sum_{q=0}^{\infty}z^{qg_i}=\prod_{i=1}^{s}\frac1{1-z^{g_i}} .$$

With no modes, $A=1$, so the array starts as $n[0]=1$ with zeros elsewhere. Adding a mode of $g$ grains divides the old function by $1-z^g$. Multiplying out gives

$$A_{\rm new}(z)=A_{\rm old}(z)+z^gA_{\rm new}(z),$$

and equating coefficients of $z^j$,

$$n_{\rm new}[j]=n_{\rm old}[j]+n_{\rm new}[j-g].$$

The right side needs the new value at $j-g$. If $j$ runs upward, that value has already been written, and one array suffices:

```
n[0] = 1; all other n[j] = 0
for each mode g:
    for j = g, g+1, ..., M-1:
        n[j] = n[j] + n[j-g]
```

If $j$ ran downward, $n[j-g]$ would still be old. The update would then be $A_{\rm new}=(1+z^g)A_{\rm old}$, which allows at most one quantum per mode.

Two modes of 2 and 3 grains show the process in bins 0 to 8. The first pass gives

$$1,0,1,0,1,0,1,0,1.$$

The second pass adds $n[j-3]$ from $j=3$ upward:

$$1,0,1,1,1,1,2,1,2.$$

Bin 6 holds two states: three quanta in the first mode, or two in the second.

RRKM theory also needs the cumulative count $W[j]=\sum_{l\le j}n[l]$. Its generating function is $A(z)/(1-z)$, because multiplication by $1+z+z^2+\cdots$ forms running sums. Since $1/(1-z)$ has all coefficients equal to one, the same loop started from an array of ones produces $W$. In the small example it gives $1,1,2,3,4,5,7,8,10$.

For $M$ bins the work is $\sum_i(M-g_i)$ additions, provided no $g_i$ exceeds $M$. It does not depend on the number of states.

## 3. Errors of the count

**Rounded frequencies.** In integer arithmetic the recurrence is exact for the rounded oscillators. To bound the effect of rounding, let

$$\varepsilon=\max_i\frac{|\nu_i'-\nu_i|}{\nu_i}<1 .$$

For any state, the true energy $E_t=\sum_iq_i\nu_i$ and the rounded energy $E_r=\sum_iq_i\nu_i'$ satisfy

$$(1-\varepsilon)E_t\le E_r\le(1+\varepsilon)E_t .$$

If $E_t\le E/(1+\varepsilon)$, the right inequality gives $E_r\le E$, so the state is counted. If a state is counted, the left inequality gives $E_t\le E/(1-\varepsilon)$. With $N(E)$ the true number of states up to $E$, therefore,

$$N\!\left(\frac{E}{1+\varepsilon}\right)\le W(E)\le N\!\left(\frac{E}{1-\varepsilon}\right).$$

Take six modes at 213.7, 387.3, 541.9, 768.2, 1033.6 and 1496.1 cm⁻¹, with $\delta=10$ cm⁻¹. The softest mode moves to 210 cm⁻¹ and sets $\varepsilon=0.0173$. Up to 10 000 cm⁻¹ the recurrence counts 84 907 states, while listing every state with its true energy gives about 83 670. The count is 1.5% too high relative to the listing. The bounds are 76 811 and 91 247, much wider because they allow every mode the largest relative error, all in the same direction.

A classical estimate shows how the signs of the errors matter. The states up to $E$ are lattice points in a simplex with edges $E/\nu_i$. When $E$ is much larger than $s\sum_i\nu_i/2$, their number is close to its volume:

$$N(E)\simeq\frac{E^s}{s!\prod_i\nu_i},\qquad \rho(E)=\frac{dN}{dE}\simeq\frac{E^{s-1}}{(s-1)!\prod_i\nu_i}.$$

The six modes above are still far from this limit: the volume is 26 068, about a third of the listed count. In the limit, small relative frequency errors add with their signs. Since $|\nu_i'-\nu_i|\le\delta/2$ for every mode above $\delta/2$, soft modes are the most exposed.

**Empty bins.** The binned density is $\rho=n[j]/\delta$. It represents a smooth density when every grain holds many levels and neighbouring bins hold similar numbers. If all $g_i$ share a factor $d>1$, bins that are not multiples of $d$ stay empty. A finer grain can therefore be worse: modes that are all multiples of 10 cm⁻¹ leave every odd bin empty at $\delta=5$ cm⁻¹.

**Floating-point rounding.** All terms are positive, so nothing cancels. A state's contribution passes through at most one addition per mode and one per quantum, hence at most $s+j/g_{\min}$ additions. To first order, the relative error is below that number times the unit roundoff $u$. For $s=24$, $j=1855$, $g_{\min}=4$ and $u\simeq1.1\times10^{-16}$, the bound is about $5\times10^{-14}$.

## 4. From counts to a decomposition rate

Let the saddle lie at energy $E_0$, including the zero-point energies of saddle and reactant. It has $s-1$ real vibrations, with cumulative count $W^\ddagger$, and one unstable coordinate $x$ with momentum $p$ and mass $\mu$. Assume that energy spreads among the modes faster than reaction, that every forward crossing leads to product, and that motion along $x$ is classical and separable at the saddle.

In a microcanonical ensemble, all states between $E$ and $E+dE$ are equally occupied. For one vibrational state of the saddle with energy $\epsilon_v$, the cell $dx\,dp$ contains $dx\,dp/h$ states. They cross a length $dx$ at rate $(p/\mu)/dx$, so the flux is

$$\frac{dx\,dp}{h}\,\frac{p/\mu}{dx}=\frac{p\,dp}{\mu h}=\frac{d\epsilon_x}{h},\qquad \epsilon_x=\frac{p^2}{2\mu}.$$

Since $E=E_0+\epsilon_v+\epsilon_x$, fixed $\epsilon_v$ implies $d\epsilon_x=dE$. Every saddle state with $\epsilon_v\le E-E_0$ contributes $dE/h$. Dividing the total by the $\rho(E)\,dE$ reactant states gives

$$k(E)=\frac{W^\ddagger(E-E_0)}{h\rho(E)} .$$

With $\rho$ per cm⁻¹, an energy $hc$ corresponds to one wavenumber unit, and $k=cW^\ddagger/\rho$ with $c$ in cm/s.

The path degeneracy is taken as one. With the methyl hydrogens labelled, the model assumes three equivalent wells and three equivalent saddles, one for each hydrogen, so the factors of three cancel.

On the grid, let $j_0$ be the barrier bin and $m=j-j_0$. The staircase $W^\ddagger$ jumps at the centre of bin $m$. Half of the bin has the value $W^\ddagger[m-1]$ and half has $W^\ddagger[m]$, with $W^\ddagger[-1]=0$. Using the average,

$$k_j=\frac{c\delta}{2n[j]}\left(W^\ddagger[m-1]+W^\ddagger[m]\right).$$

**Classical limit.** Inserting the simplex formulas, with $s-1$ modes at the saddle, cancels the factorials:

$$k(E)\simeq c\,\frac{\prod_{i=1}^{s}\nu_i}{\prod_{i=1}^{s-1}\nu_i^\ddagger}\left(1-\frac{E_0}{E}\right)^{s-1}.$$

This requires both the reactant at $E$ and the saddle at $E-E_0$ to be in the classical limit of Section 3. At 2.3 eV the average share of 24 modes is about 770 cm⁻¹, far below a C–H quantum. For the group in Section 6 the formula would give about 0.015 s⁻¹ at this energy, about seven orders of magnitude too low. The direct count has no such restriction.

## 5. The thermal average and its grain error

A surface group exchanges energy with the solid. If this keeps its populations thermal, bin $j$ has probability $n[j]e^{-jy}/Q$, where $y=\delta/k_BT$, $k_BT$ is in cm⁻¹, and

$$Q=\sum_jn[j]e^{-jy}=\prod_i\frac1{1-e^{-\nu_i'/k_BT}} .$$

In the average of $k_j$ the factor $n[j]$ cancels:

$$k(T)=\frac{c\delta}{2Q}e^{-j_0y}\sum_{m\ge0}\left(W^\ddagger[m-1]+W^\ddagger[m]\right)e^{-my}.$$

Shifting the index in the first term gives a factor $e^{-y}$. The generating function of $W^\ddagger$ at $z=e^{-y}$ is $Q^\ddagger/(1-e^{-y})$. Hence

$$k(T)=\frac{c\delta}{2}\,\frac{1+e^{-y}}{1-e^{-y}}\,\frac{Q^\ddagger}{Q}e^{-j_0y}
=ck_BT\,\frac{Q^\ddagger}{Q}e^{-j_0\delta/k_BT}\left[\frac y2\coth\frac y2\right].$$

The bracket is $1+y^2/12+\cdots$. Apart from it and the rounded barrier and modes, this is canonical transition-state theory. Had $W^\ddagger[m]$ been used without averaging, the factor would have been $y/(1-e^{-y})=1+y/2+\cdots$, a first-order error.

## 6. An ethylzinc group

The following wavenumbers are round model values in the rough range of such groups, not results for a particular surface. Superscripts give multiplicities.

- Reactant: 2950³, 2870², 1460², 1420, 1380, 1230, 1180, 1010, 990, 960, 620, 550, 430, 260, 200, 170, 130, 110, 90, 40 cm⁻¹.
- Saddle: 3050², 2980², 1600, 1510, 1430, 1250, 1220, 1010, 960, 940, 820, 700, 560, 430, 400, 330, 170, 130, 120, 100, 50 cm⁻¹.

The chosen barrier is 1.8 eV, or 14 518 cm⁻¹. With $\delta=10$ cm⁻¹ no mode is rounded, and the barrier falls in bin 1452.

At 2.3 eV, $j=1855$ and $m=403$. The recurrence gives $n=9.318\times10^{13}$, $W^\ddagger[403]=4.370\times10^7$ and $W^\ddagger[402]=4.275\times10^7$. Thus

$$k=\frac{(2.998\times10^{10})(10)(4.370+4.275)\times10^7}{2(9.318\times10^{13})}
=1.39\times10^5\ \text{s}^{-1}.$$

These bins stand for 18 550 and 4030 cm⁻¹. Interpolating to exactly 2.3 eV with the unrounded barrier raises the rate by 0.6%, to $1.40\times10^5$ s⁻¹.

On the grid, the rate rises from $1.1\times10^3$ s⁻¹ at 2.0 eV to $2.7\times10^7$ s⁻¹ at 3.0 eV.

A smooth estimate comes from inverting the Laplace transform $Q(\beta)=\int\rho(E)e^{-\beta E}dE$. The inverse integral contains $e^{\phi}$, with $\phi=\ln Q+\beta E$. Expanding $\phi$ to second order about its stationary point $\beta_*$ and integrating the Gaussian gives

$$\rho(E)\simeq\frac{e^{\phi(\beta_*)}}{\sqrt{2\pi\phi''(\beta_*)}} .$$

For $W^\ddagger$, $Q$ is replaced by $Q^\ddagger/\beta$, because integration in energy divides the transform by $\beta$. Solving for the stationary points numerically at the same bin energies gives $k=1.40\times10^5$ s⁻¹, 0.8% above the counted value of $1.39\times10^5$ s⁻¹.

The grain matters more. At $\delta=30$ cm⁻¹ the rate at 2.3 eV falls to 0.82 of its 10 cm⁻¹ value. Rounding the energy and the barrier to the coarser grid lowers the rate by only about 1.4%; nearly all the rest comes from the frequencies. The classical formula fails for the rate itself, but the soft modes, which carry most of the relative rounding error, are nearly classical. It therefore gives a useful estimate of the frequency factor:

$$\frac{\prod_i(\nu_i'/\nu_i)}{\prod_i(\nu_i'^{\ddagger}/\nu_i^\ddagger)}=0.85 .$$

The softest modes move from 40 to 30 cm⁻¹ in the reactant and from 50 to 60 cm⁻¹ at the saddle. Alone they would contribute $0.75/1.20=0.63$, so the other rounding errors partly compensate. A modest total error can hide larger individual ones.

At 550 K, $k_BT=382.27$ cm⁻¹, $Q=3.406\times10^4$ and $Q^\ddagger=1.298\times10^4$. The canonical rate with the unrounded barrier is

$$(2.998\times10^{10})(382.27)\frac{1.298}{3.406}e^{-14518/382.27}
=1.40\times10^{-4}\ \text{s}^{-1}.$$

The binned average is $1.39\times10^{-4}$ s⁻¹. The difference is mainly the 2 cm⁻¹ shift of the barrier, which changes the rate by $2/382\simeq0.5\%$. The bracket in Section 5 adds less than 0.01%.

For a group left at temperature $T$ for $t=1$ s, the decomposed fraction is $1-e^{-k(T)t}$. With the canonical rate and the unrounded barrier:

| $T$ (K) | $k(T)$ (s⁻¹) | fraction lost in 1 s |
|---:|---:|---:|
| 450 | $2.6\times10^{-8}$ | $2.6\times10^{-8}$ |
| 500 | $2.9\times10^{-6}$ | $2.9\times10^{-6}$ |
| 550 | $1.4\times10^{-4}$ | $1.4\times10^{-4}$ |
| 600 | $3.6\times10^{-3}$ | $3.6\times10^{-3}$ |

## 7. Errors of the physical model

**Energy exchange.** Suppose exchange at rate $\omega$ replaces a group's energy by a thermal one. If $p_j$ is the thermal probability and $P_j$ the actual population, with total close to one, the steady state obeys

$$0=\omega(p_j-P_j)-k_jP_j\quad\Rightarrow\quad P_j=\frac{\omega p_j}{\omega+k_j}.$$

Each contribution $k_jp_j$ is thus multiplied by $\omega/(\omega+k_j)$. For $k_j\ll\omega$ the thermal average is recovered. For $k_j\gg\omega$ at all reactive energies, the rate tends to $\omega\sum_{j\ge j_0}p_j$: supply of energy becomes the bottleneck.

At 550 K the mean thermal energy of a group is 0.40 eV, but the groups that react have a mean energy of 2.24 eV. With an assumed exchange time $1/\omega=10$ ps, the relative loss of rate is $4\times10^{-6}$. In this model the thermal limit holds well. The figure assumes that each exchange replaces the whole energy; exchange in small steps refills the reactive levels more slowly and gives a larger loss.

**Tunnelling.** For a parabolic barrier with imaginary wavenumber $\nu_b$, the transmission at energy $\epsilon$ relative to the top is $1/(1+e^{-2\pi\epsilon/\nu_b})$. With $\beta=1/k_BT$ and $b=2\pi/\nu_b$, its thermal average relative to classical crossing is, after substituting $t=e^{-b\epsilon}$,

$$\kappa=\beta\int_{-\infty}^{\infty}\frac{e^{-\beta\epsilon}}{1+e^{-b\epsilon}}d\epsilon
=\frac{\beta}{b}\int_0^\infty\frac{t^{\beta/b-1}}{1+t}dt
=\frac{a}{\sin a},\quad a=\frac{\nu_b}{2k_BT}.$$

The integral converges for $a<\pi$. A model value $\nu_b=1000$ cm⁻¹ gives $a=1.31$ and $\kappa=1.35$ at 550 K.

**Anharmonicity.** Give every mode above 300 cm⁻¹ a Morse ladder with anharmonicity constant 0.01, keeping its first excitation energy fixed. Morse levels are unequally spaced, so one step length no longer describes a mode; each ladder is convolved with the array level by level. At 2.3 eV the rate falls to 0.87 of the harmonic value, while the thermal rate at 550 K rises by 2%. These numbers depend on the cutoff: lowering it to 190 cm⁻¹, which adds the reactant modes at 200 and 260 cm⁻¹, changes the factors to about 0.67 and 0.98. Even the sign of the small thermal correction is therefore uncertain. The two can differ because the reactant density at high energy cancels from the thermal average, leaving the reactant's anharmonicity to enter through $Q$.

The softest torsions are also doubtful as harmonic modes. If they were equal free rotors in reactant and saddle, their partition functions would cancel. Removing the harmonic ratio would raise the 550 K rate by a factor 1.23. If the saddle kept its harmonic torsion and only the reactant's were free, with levels $Bm^2$ ($m=0,\pm1,\pm2,\ldots$) and an assumed $B$ of 0.4–1.0 cm⁻¹, the rate would instead fall by a factor between 5.4 and 3.4. Even the direction of this correction therefore depends on how freely the group turns at the saddle.

**The real process.** Zinc oxide can be deposited from diethylzinc and water at roughly 370–470 K. The 450 K entry lies in that range; the other three lie above it. The model's loss at 450 K is negligible per cycle, but this conclusion depends on the chosen barrier. Real surfaces do not offer identical, isolated sites. A site with a barrier lower by 0.1 eV reacts 8.2 times faster at 550 K, with all else fixed, which exceeds each correction above. Direct Zn–C bond breaking is a further channel: an assumed prefactor of $10^{16}$ s⁻¹ and energy of 2.4 eV give 0.7% of the elimination rate at 550 K. This ratio depends strongly on the assumed energy: at 2.2 eV bond breaking would run at about half the elimination rate, a third of the total loss, and at 2.0 eV it would be the faster channel. Refining the grain below 10 cm⁻¹ would therefore not make the predicted loss more trustworthy; better energies for both channels would.

Numbers in the example were calculated in double precision.
